# Long-time limit of well-tempered metadynamics and its scaled free-energy profile

## Two states

Let a system at temperature $T$ move between two regions of equal width $\ell$ along a coordinate $s$. The free energy is $0$ in region 1 and $\Delta>0$ in region 2. Metadynamics adds repulsive energy wherever the system is found. In the well-tempered version, each addition is multiplied by $e^{-V/k\Delta T}$, where $V$ is the bias already present at that place and $\Delta T>0$ is a chosen parameter.

Suppose that the system equilibrates between the regions before the biases $V_1,V_2$ change appreciably. With $\beta=1/kT$, its probability density in region $i$ is proportional to $e^{-\beta(F_i+V_i)}$. The two biases grow at rates whose ratio is

$$\frac{\dot V_1}{\dot V_2}=\frac{e^{-V_1/k\Delta T}e^{-\beta V_1}}{e^{-V_2/k\Delta T}e^{-\beta(\Delta+V_2)}}
=\exp\!\left[\beta\Delta-\Big(\beta+\frac1{k\Delta T}\Big)(V_1-V_2)\right].\tag{1}$$

The ratio exceeds one while $V_1-V_2$ is too small and falls below one when it is too large. The difference is therefore driven towards the value that makes the exponent vanish:

$$V_1-V_2=\frac{\beta}{\beta+1/k\Delta T}\,\Delta=\frac{\Delta T}{T+\Delta T}\,\Delta .\tag{2}$$

Both biases keep growing, but their difference settles at a fixed fraction of the free-energy difference. Filling stops short of a level landscape because hills are smaller where the bias is higher. The deeper region must be visited more often to keep pace.

## The averaged equation

Now let $s$ lie in an interval of length $W$ with reflecting walls. Its free energy $F(s)$ is defined, up to a constant, by the unbiased density $e^{-\beta F(s)}$. Define

$$\gamma=\frac{T+\Delta T}{T},\quad k\Delta T=\frac{\gamma-1}{\beta},\quad b=1-\frac1\gamma,\quad a=\beta+\frac1{k\Delta T}=\frac{\beta\gamma}{\gamma-1}=\frac{\beta}{b}.\tag{3}$$

A Gaussian hill of initial height $w$ and width $\sigma$ is deposited every interval $\tau_G$. Its area per unit time, before tempering, is $\omega=w\sqrt{2\pi}\,\sigma/\tau_G$. Let $G(s,s')$ be the Gaussian of unit area, with mirror images at the walls, and write $(G*f)(s)=\int G(s,s')f(s')\,ds'$. The images return the area that would leak through the walls, so $G*1=1$.

If $s$ and all other variables equilibrate under the current bias before it changes appreciably, the deposition can be averaged over the instantaneous distribution:

$$\frac{\partial V}{\partial t}=G*\left[\omega e^{-V/k\Delta T}\,\frac{e^{-\beta(F+V)}}{Z}\right],\qquad Z(t)=\int e^{-\beta(F+V)}ds .\tag{4}$$

This is an assumption about time scales, and it can fail early in a run. It improves later because the hills shrink, provided that no slow variable outside $s$ remains unequilibrated. We take $V(s,0)=0$.

The factor $Z$ is the same for all $s$, so it can be absorbed into a new clock, $d\tau=\omega\,dt/Z$ with $\tau(0)=0$. The exponents combine through (3), giving

$$\frac{\partial V}{\partial\tau}=G*e^{-aV-\beta F}.\tag{5}$$

Since $V$ never decreases, $Z(t)\le Z(0)$. Hence $d\tau/dt\ge\omega/Z(0)>0$, and $\tau\to\infty$ as $t\to\infty$.

## Narrow hills: a closed solution

When the hills are so narrow that $F$ changes by much less than $kT$ across each one, $G$ acts as a delta function and (5) separates at each $s$. Multiplication by $ae^{aV}$ gives

$$\frac{\partial}{\partial\tau}e^{aV}=a e^{-\beta F}
\quad\Longrightarrow\quad
V=\frac1a\ln\!\left(1+a\tau e^{-\beta F}\right).\tag{6}$$

The integration constant is one because $V=0$ at $\tau=0$. Where $a\tau e^{-\beta F}\gg1$, the one inside the logarithm can be dropped. With $\beta/a=b$,

$$V(s,t)\simeq-\left(1-\frac1\gamma\right)F(s)+c(t),\qquad c=\frac1a\ln(a\tau).\tag{7}$$

The correction to (7) is $(1/a)\ln[1+e^{\beta F}/(a\tau)]$. Low regions therefore reach the limiting form first. A point of free energy $F$ joins them when $a\tau$ passes $e^{\beta F}$.

To return to physical time, differentiate the integral of $e^{V/k\Delta T}$. For narrow hills the tempering factor in (4) cancels:

$$\frac{d}{dt}\int e^{V/k\Delta T}ds=\frac1{k\Delta T}\int e^{V/k\Delta T}\,\omega e^{-V/k\Delta T}\frac{e^{-\beta(F+V)}}Z\,ds=\frac{\omega}{k\Delta T}.$$

The initial value of the integral is $W$, so

$$\int e^{V/k\Delta T}ds=W+\frac{\omega t}{k\Delta T}.\tag{8}$$

Inserting (6), with $1/(ak\Delta T)=1/\gamma$, gives the relation between the clocks:

$$\int\left(1+a\tau e^{-\beta F}\right)^{1/\gamma}ds=W+\frac{\omega t}{k\Delta T}.\tag{9}$$

At late times the left side becomes $(a\tau)^{1/\gamma}Q_\gamma$, where $Q_\gamma=\int e^{-\beta F/\gamma}ds$. Since $c=(1/a)\ln(a\tau)$ and $\gamma/a=k\Delta T$,

$$c(t)\simeq k\Delta T\,\ln\!\left[\frac{W+\omega t/k\Delta T}{Q_\gamma}\right].\tag{10}$$

The bias itself has no limit, since it grows as $k\Delta T\ln t$. Its differences converge.

Equation (9) also gives a filling time. Define it by $a\tau=e^{\beta F_{\max}}$, when the highest point begins to join the limiting profile:

$$t_{\rm fill}=\frac{k\Delta T}{\omega}\int\left[\left(1+e^{\beta(F_{\max}-F)}\right)^{1/\gamma}-1\right]ds .\tag{11}$$

At that time the bias at the top is $(\ln2)/a$, by (6). A run meant to map the whole profile must outlast $t_{\rm fill}$.

Two limits of $\gamma$ show what tempering does. As $\gamma\to1$ at fixed $\omega$, the fraction $b$ vanishes and sampling becomes unbiased. As $\gamma\to\infty$ at a fixed $t$ well after filling, when the correction to (7) has become negligible, $k\Delta T\simeq\gamma kT$ and $Q_\gamma\simeq W-(\beta/\gamma)\int F\,ds$. Expanding the logarithm in (10) to first order in $1/\gamma$ gives

$$c\to\frac1W\left(\omega t+\int F\,ds\right),\qquad V\to c-F .\tag{12}$$

This is untempered metadynamics, in which the whole profile appears and the total bias area is $\omega t$. Its hills never shrink, so the noise in the instantaneous bias does not die away, although averaging the bias over time after filling reduces it.

## Hills of finite width

For finite hills, the natural variable is the departure from (7):

$$y=a(V+bF)-\ln(a\tau),\qquad \theta=\ln\tau .\tag{13}$$

Because $ab=\beta$, the exponential in (5) is $e^{-aV-\beta F}=e^{-y}/(a\tau)$. Therefore

$$\frac{\partial y}{\partial\theta}=a\tau\frac{\partial V}{\partial\tau}-1=G*e^{-y}-1=-G*(1-e^{-y}),\tag{14}$$

where the last step uses $G*1=1$. The free energy has disappeared from the equation of motion and enters only through the initial condition. The state $y=0$, which is (7), is stationary for every hill width.

To see whether every start reaches it, consider

$$\Psi=\int\left(e^{-y}+y-1\right)ds .\tag{15}$$

The integrand is convex in $y$, with minimum zero at $y=0$. From (14),

$$\frac{d\Psi}{d\theta}=\int(1-e^{-y})\frac{\partial y}{\partial\theta}\,ds
=-\int(1-e^{-y})\,G*(1-e^{-y})\,ds .\tag{16}$$

Represent $s$ on a finite grid on which $G$ is symmetric and positive definite with unit row sums. The right side of (16) is then negative unless $y=0$ everywhere. Also, $\Psi$ grows without bound when any $y$ tends to $\pm\infty$, so the states with $\epsilon\le\Psi\le\Psi_0$, where $\Psi_0$ is the value at some starting clock time $\tau>0$, form a closed and bounded set. On that set the rate of decrease has a positive minimum. Hence $\Psi$ cannot remain above any $\epsilon>0$, and $y\to0$. This proves global convergence of the averaged equation on the grid.

The proof gives no uniform rate as the grid is refined. For small $y$, (14) becomes $\partial y/\partial\theta=-G*y$. Cosines compatible with the reflecting walls are eigenfunctions of $G$, with eigenvalues $\hat G_k=e^{-k^2\sigma^2/2}$, so their amplitudes decay as $\tau^{-\hat G_k}$.

The clock relation follows from the limiting state. Inserting (7) into $Z$ gives $Z\simeq Q_\gamma e^{-\beta c}=Q_\gamma(a\tau)^{-b}$. Integrating $dt=Z\,d\tau/\omega$, with $1-b=1/\gamma$, yields

$$t\simeq\frac{\gamma Q_\gamma}{a\omega}(a\tau)^{1/\gamma}=\frac{k\Delta T\,Q_\gamma}{\omega}(a\tau)^{1/\gamma}.\tag{17}$$

Thus $\tau\propto t^\gamma$ to leading order, and

$$y_k\propto t^{-\gamma\hat G_k}.\tag{18}$$

Broad errors disappear quickly. A detail with $k\sigma=\pi$, whose wavelength is $2\sigma$, has $\hat G_k\approx0.007$. For $\gamma=10$ its exponent is about $0.07$, so a hundredfold increase in time still leaves about 70% of it.

## What the bias reveals

The long-time bias is an inverted copy of $F$ reduced by $1-1/\gamma$. The fraction concerns amplitude, not information. Since $\gamma$ is known, the whole profile follows from

$$F(s)=-\frac{\gamma}{\gamma-1}V(s,t)+\text{constant}.\tag{19}$$

An error in $V$ is multiplied by the same factor, which is large when $\gamma$ is close to one.

The missing part remains in the landscape that the system feels:

$$F+V\simeq\frac F\gamma+c(t),\qquad p(s)\simeq\frac{e^{-\beta F(s)/\gamma}}{Q_\gamma}.\tag{20}$$

The coordinate $s$ is distributed as though its profile were sampled at temperature $\gamma T$. The other variables, at given $s$, remain at $T$, and $F$ is still the free energy at $T$.

If the raw bias depth is taken for a barrier $\Delta F$, the barrier is too small by $\Delta F/\gamma$. With an unchanged prefactor, an Arrhenius waiting time is then underestimated by

$$\frac{t_{\rm true}}{t_{\rm raw}}=e^{\beta\Delta F/\gamma}.\tag{21}$$

An actual run also has sampling noise. By (7) and (10), the hill factor $e^{-V/k\Delta T}$ at fixed $s$ falls as $1/t$, while the landscape $F/\gamma$ no longer changes. Let the noise have a finite correlation time. The variance $v_k$ of a mode of $V$ then obeys, to leading order,

$$\frac{dv_k}{dt}=-\frac{2\gamma\hat G_k}{t}v_k+\frac{D_k}{t^2},\tag{22}$$

where the constant $D_k$ measures the noise strength. Substituting $v_k=A/t$ gives $A=D_k/(2\gamma\hat G_k-1)$. For modes with $2\gamma\hat G_k>1$, the noise amplitude therefore falls as $t^{-1/2}$. Finer modes forget their early errors more slowly.

## Polarization reversal in a hafnia cell

Take $s=P$, the polarization of one 12-atom cell of ferroelectric hafnia that reverses coherently. With round, rough parameters, let

$$F(P)=F_b\left(1-\frac{P^2}{P_0^2}\right)^2-\Omega EP+\text{constant},\tag{23}$$

where $F_b=0.5$ eV, $P_0=50\ \mu\mathrm{C/cm^2}$, $\Omega=0.14\ \mathrm{nm^3}$ and $E=1$ MV/cm. The field term at $P_0$ is

$$\Omega EP_0=(0.14\times10^{-27})(10^8)(0.5)\ \mathrm J=7.0\times10^{-21}\ \mathrm J=0.0437\ \mathrm{eV}.$$

Thus $F(0)-F(P_0)=0.5437$ eV and $F(-P_0)-F(P_0)=0.0874$ eV. These are differences between nominal points; the field moves the true extrema slightly.

At 300 K, $kT=0.02585$ eV. With $\gamma=10$, $k\Delta T=9kT=0.2327$ eV and the revealed fraction is $0.9$. Hills of height 0.01 eV and width $3\ \mu\mathrm{C/cm^2}$ are added every 1 ps, between walls at $\pm65\ \mu\mathrm{C/cm^2}$. Hence $\omega=0.0752\ \mathrm{eV\,(\mu C/cm^2)/ps}$. With the constant in (23) chosen so that $F(P_0)=0$, the program gives $Q_\gamma=57.93\ \mu\mathrm{C/cm^2}$.

For the filling time, the one beside the exponential in (11) can be neglected here, and the top lies close to $P=0$:

$$t_{\rm fill}\approx\frac{0.2327}{0.0752}\left[57.93\,e^{0.5437/0.2585}-130\right]\mathrm{ps}\approx1.07\times10^3\ \mathrm{ps}.$$

The full integral gives 1071 ps, so a 20 ns run lasts almost nineteen filling times. This is an estimate, because these hills are not narrow in the sense required for (6): on the flanks of the barrier $F$ changes by nearly $2kT$ over one width $\sigma$. Direct integration of (4) for narrow hills gives $c=1.1016$ eV at its end, in agreement with (10).

For the finite hills, integration of (4) to 20 ns on a grid of spacing $2\ \mu\mathrm{C/cm^2}$ leaves a largest error of 0.00016 eV in the bias for $|P|\le P_0$, relative to its value at $P_0$. Nearer the walls the error reaches 0.0042 eV on this grid, and a finer grid, with points closer to the walls, shows a larger one. Some error there is unavoidable at any finite time: each hill, together with its mirror image, has zero slope at a wall, and so has $V$, whereas $F$ does not.

The decay law was tested with ripples of initial amplitude $10^{-4}$ eV, placed on the limiting profile (7) with its constant set by the leading-order clock (17), and followed from 10 to 20 ns. For wavelengths of 43.3, 18.6 and $13.0\ \mu\mathrm{C/cm^2}$, the measured exponents were 9.097, 5.974 and 3.495, equal to the predictions at this precision. In a run started from $V=0$, time enters as about $t+Wk\Delta T/\omega$, as in (10). The shift is 0.4 ns here and lowers the apparent exponents over this interval by roughly 3%.

These calculations assume averaging. Forty stochastic runs did not: in each, $P$ made ten Metropolis trial moves of up to four grid cells ($8\ \mu\mathrm{C/cm^2}$) between hills, starting in the positive well. Their mean raw barrier was $0.4883\pm0.0008$ eV (standard error), against the predicted $0.9\times0.5437=0.4893$ eV. Rescaling by $10/9$ gives

$$\Delta F=0.5426\pm0.0009\ \mathrm{eV},$$

which differs from the input 0.5437 eV by little more than one standard error. A single run scatters more, by 0.0053 eV before rescaling. This scatter, like the rms errors below, belongs to the chosen move size and grows when $P$ explores more slowly between hills.

Between 5 and 20 ns the rms error of the bias over $|P|\le P_0$ fell from 0.0076 to 0.0036 eV. The ratio, 2.11, is close to the factor of two expected from $t^{-1/2}$. In the second half of the runs, the system spent 4.93% of its time in the grid cells covering $|P|\le11\ \mu\mathrm{C/cm^2}$, against 4.94% from (20). Without bias the share on this grid would be $3.4\times10^{-9}$.

The barrier left under the bias is $0.5437/10=0.0544$ eV, about $2.1kT$. Reading the raw bias as the full barrier would therefore shorten the inferred Arrhenius time by a factor of 8.2.

## The model beside a memory capacitor

The polarization scale, tens of $\mu\mathrm{C/cm^2}$, is that of hafnia capacitors, though $50\ \mu\mathrm{C/cm^2}$ is high for the remanence of a polycrystalline film. The applied 1 MV/cm is of the order of their coercive fields. Coherent reversal is the assumption that real devices break. Without thermal activation, it requires the field term in (23) to overcome the steepest slope of the double well, whose magnitude is reached at $|P|=P_0/\sqrt3$:

$$E_{\rm coh}=\frac{8F_b}{3\sqrt3\,\Omega P_0}=17.6\ \mathrm{MV/cm}.$$

This exceeds a rough breakdown field of 4 MV/cm. Scaling the zero-field cell barrier $F_b$ by volume to a sphere 10 nm across gives 1870 eV, which rules out thermally activated coherent reversal of a whole grain. Devices instead switch through nucleation and domain-wall motion, so the cell barrier must not be used as a retention barrier.

Other omissions can be sized for the same cell. Take a 10 nm film of background permittivity 30 in series with a 0.3 nm layer of permittivity 25, between shorted electrodes and without compensating charge at their interface. Continuity of displacement and zero total voltage give a depolarizing field

$$|E_{\rm dep}|=\frac{P_0d_i}{\epsilon_0(\epsilon_id_f+\epsilon_fd_i)}=0.65\ \mathrm{MV/cm},$$

where $d_f,\epsilon_f$ refer to the film and $d_i,\epsilon_i$ to the layer. If the whole film reverses uniformly, the corresponding energy per cell, $\tfrac12\Omega|E_{\rm dep}|P_0=0.014$ eV, raises the wells but not $P=0$, and so lowers the barrier by that amount. At 85 °C, with $F$ and the prefactor held fixed, the Arrhenius rate is 30 times that at 300 K. For an assumed barrier frequency $\nu=5$ THz, the leading quantum factor $1+(h\nu/kT)^2/24$ is 1.03.

A hidden slow coordinate is more dangerous to the sampling. If it must cross a barrier $B$ with attempt frequency $\nu$, its waiting time is roughly $\nu^{-1}e^{B/kT}$. This equals the 20 ns run when

$$B=kT\ln(\nu t)=0.02585\,\ln(10^5)\ \mathrm{eV}=0.298\ \mathrm{eV}.$$

Hidden barriers must lie well below this value for (4) to apply within the run. The stochastic runs above contain no such coordinate, so their agreement does not show that polarization alone suffices in an atomistic simulation. The remaining computed values are in the numerical output.

## Table of computed values

```
T = 300 K, kT = 0.02585 eV
zero-field barrier 0.5 eV, P0 = 50 uC/cm2
cell volume 0.14 nm3, field 1.0 MV/cm
walls at +-65 uC/cm2, bin 2 uC/cm2
hill: 0.01 eV, width 3.0 uC/cm2, every 1.0 ps
gamma = 10, kDT = 0.2327 eV, fraction = 0.900
omega = 0.07520 eV uC/cm2 per ps
Q_gamma = 57.93 uC/cm2
F(0)-F(+P0) = 0.5437 eV
F(-P0)-F(+P0) = 0.0874 eV
filling time = 1071 ps; run = 20000 ps
narrow hills: closed-form error 7.0e-11 eV
narrow hills: integral-law relative error 7.9e-09
bias at top at filling time = 0.01613 eV
kT(1-1/gamma) ln 2 = 0.01613 eV
c at 20000 ps: direct 1.10162, formula 1.10162 eV
c at 2000000 ps: direct 2.16851, formula 2.16851 eV
finite hills, run end: error |P|<=P0 0.00016 eV
finite hills, run end: error near walls 0.0042 eV
late fraction, gamma 4: 0.7500, theory 0.7500
late fraction, gamma 10: 0.8999, theory 0.9000
Psi first 1958.3, last 0.118 uC/cm2
ripple 43.3 uC/cm2: exponent 9.097, theory 9.097
ripple 18.6 uC/cm2: exponent 5.974, theory 5.974
ripple 13.0 uC/cm2: exponent 3.495, theory 3.495
stochastic runs: 40, moves per hill: 10
raw bias barrier: mean 0.4883 eV, s.e. 0.0008 eV
theory for raw bias barrier = 0.4893 eV
spread of one run (raw) = 0.0053 eV
rescaled barrier = 0.5426 eV, s.e. 0.0009 eV
rms bias error at 5000 ps = 0.0076 eV
rms bias error at 20000 ps = 0.0036 eV
ratio of rms errors = 2.11
share of time |P|<=10: seen 0.0493, theory 0.0494
same share without bias = 3.43e-09
barrier left under bias = 0.0544 eV
Arrhenius-time error if unscaled: factor 8.19
film 10 nm (eps 30), layer 0.3 nm (eps 25)
depolarizing field = 0.65 MV/cm
barrier lowering by it = 0.0143 eV
Arrhenius speed-up at 358.15 K, same F: 30.4
barrier frequency 5 THz: quantum factor 1.027
coherent switching field = 17.6 MV/cm
rough breakdown field (input) = 4 MV/cm
coherent barrier of 10 nm grain = 1870 eV
hidden barrier crossed about once per run = 0.298 eV
```
